# Counting the independent piezoelectric coefficients of polar orthorhombic hafnia

Hafnia has a polar orthorhombic phase with space group \(Pca2_1\) and point group \(mm2\). The problem is to find how many numbers describe its linear piezoelectric response, which entries of the piezoelectric matrix they occupy, and which measurements can separate them.

The crystal is a single domain. Cartesian axes 1, 2, 3 lie along the cell edges \(a, b, c\), with axis 3 along the polar twofold axis and axes 1 and 2 normal to the two mirror planes of the point group. At zero electric field a uniform stress \(\sigma_{jk}\) changes the polarization by

\[
P_i=\sum_{jk} d_{ijk}\,\sigma_{jk}. \tag{1}
\]

Here \(P_i\) is the stress-induced change, measured as charge flow through the sample, and not the spontaneous polarization.

## (a) How many components are there before crystal symmetry is used?

**Question.** Show that \(d_{ijk}\) may be taken symmetric in \(j,k\), count its components, and write (1) in six-component notation.

**Solution.** Without body torques the stress is symmetric, \(\sigma_{jk}=\sigma_{kj}\). Split \(d_{ijk}\) into parts symmetric and antisymmetric in \(j,k\). The antisymmetric part contributes

\[
\sum_{jk}\tfrac12(d_{ijk}-d_{ikj})\sigma_{jk}
=\tfrac12\sum_{jk}d_{ijk}(\sigma_{jk}-\sigma_{kj})=0,
\]

where \(j\) and \(k\) were renamed in the second term. It has no observable effect and is set to zero, so \(d_{ijk}=d_{ikj}\). The pair \(jk\) then takes six distinct values and \(i\) takes three. Of the 27 entries, \(3\times6=18\) are independent.

Number the pairs 11, 22, 33, 23, 13, 12 as \(J=1,\dots,6\), and let \(\sigma_J\) be the corresponding stress component. A shear stress occurs twice in (1), for example as \(d_{113}\sigma_{13}+d_{131}\sigma_{31}=2d_{113}\sigma_{13}\). Hence

\[
P_i=\sum_J d_{iJ}\sigma_J,\qquad
d_{iJ}=\begin{cases} d_{ijk}, & J=1,2,3,\\ 2d_{ijk}, & J=4,5,6.\end{cases} \tag{2}
\]

The factor 2 changes the value of a coefficient but not the count.

## (b) What do the glide planes and the screw axis require?

**Question.** In fractional coordinates the operations of \(Pca2_1\), apart from lattice translations, are

\[
(x,y,z),\quad (-x,-y,z+\tfrac12),\quad (x+\tfrac12,-y,z),\quad (-x+\tfrac12,y,z+\tfrac12).
\]

Does the crystal have a pure mirror plane? Which conditions do these operations place on \(d_{ijk}\)?

**Solution.** Write an operation as \(\mathbf x\to R\mathbf x+\mathbf t\). Moving the origin by \(\mathbf s\), so that \(\mathbf x=\mathbf x'+\mathbf s\), gives

\[
\mathbf x'\to R\mathbf x'+\mathbf t+(R-1)\mathbf s .
\]

Along an axis that \(R\) leaves unchanged, \((R-1)\mathbf s\) has no component, so that part of \(\mathbf t\) cannot be removed. For the reflection of \(y\) it is half a cell edge along axis 1, and for the reflection of \(x\) it is half an edge along axis 3. Neither is a lattice translation. Both planes are therefore glide planes, and the crystal has no pure mirror plane. The twofold operation likewise keeps half an edge along axis 3 and is a screw.

A uniform stress and a uniform polarization have the same value at every point, so a translation does not alter them. The operation acts on them through \(R\) alone:

\[
P_i\to\sum_l R_{il}P_l,\qquad \sigma_{jk}\to\sum_{mn}R_{jm}R_{kn}\sigma_{mn}.
\]

The crystal is mapped onto itself, so the transformed stress must produce the transformed polarization with the same tensor. Since \(R\) is orthogonal, this is equivalent to

\[
d_{ijk}=\sum_{lmn}R_{il}R_{jm}R_{kn}\,d_{lmn}. \tag{3}
\]

The matrices \(R\) are the identity and

\[
m_1=\mathrm{diag}(-1,1,1),\quad m_2=\mathrm{diag}(1,-1,1),\quad m_1m_2=\mathrm{diag}(-1,-1,1).
\]

These form the point group \(mm2\). The argument needs uniform fields: a response to stress gradients, or on the scale of the cell, is not covered by it.

## (c) Which coefficients survive, and are they independent?

**Question.** Impose (3) for the two mirrors, one after the other. Then decide whether the remaining coefficients can be reduced further.

**Solution.** For a diagonal \(R\), each sum in (3) has one nonzero term. Let \(n_1\) and \(n_2\) be the numbers of indices in \(ijk\) equal to 1 and 2. The mirrors give

\[
d_{ijk}=(-1)^{n_1}d_{ijk},\qquad d_{ijk}=(-1)^{n_2}d_{ijk}. \tag{4}
\]

If \(n_1\) is odd, the first condition reads \(d_{ijk}=-d_{ijk}\), so the entry vanishes. If \(n_1\) is even, the condition is satisfied by any value. The same holds for \(n_2\).

The first mirror requires \(n_1\) to be even:

- If \(i=1\), the pair \(jk\) must contain one more 1. It is 12 or 13, which gives two coefficients.
- If \(i=2\) or \(i=3\), the pair contains no 1 or two of them. It is 11, 22, 33 or 23, which gives four coefficients for each \(i\).

Ten coefficients remain. The second mirror also requires \(n_2\) to be even:

- For \(i=1\), the pair 12 is excluded and 13 remains.
- For \(i=2\), the pair must contain one more 2, so only 23 remains.
- For \(i=3\), the pair 23 is excluded and 11, 22, 33 remain.

The survivors are \(d_{113}\), \(d_{223}\), \(d_{311}\), \(d_{322}\) and \(d_{333}\). With \(d_{131}=d_{113}\) and \(d_{232}=d_{223}\) they fill seven of the 27 entries. In the notation of (2),

\[
d=\begin{pmatrix}
0&0&0&0&d_{15}&0\\
0&0&0&d_{24}&0&0\\
d_{31}&d_{32}&d_{33}&0&0&0
\end{pmatrix}. \tag{5}
\]

This shows that there are at most five independent coefficients. To show that there are no fewer, put any five numbers into (5). Every nonzero entry has even \(n_1\) and even \(n_2\), so both conditions (4) hold. The remaining group element is the product \(m_1m_2\), and a tensor unchanged by each factor is unchanged by the product. Every choice of five numbers is therefore an allowed tensor. The allowed tensors form a linear space of dimension exactly five, which proves the count.

"Independent" means that symmetry imposes no linear relation among the five. It does not say that they are large, or that none is accidentally zero in a given material. Thermodynamic stability does not lower the count either. In the channel of stress \(\sigma_5\) and field \(E_1\), with the compliance \(s_{55}\) at fixed field and the permittivity \(\epsilon_{11}\) at fixed stress (not the smaller value at fixed strain), the stored energy density is

\[
\tfrac12\left(s_{55}\sigma_5^2+2d_{15}\sigma_5E_1+\epsilon_{11}E_1^2\right).
\]

It is positive for all nonzero \((\sigma_5,E_1)\) if \(s_{55}>0\), \(\epsilon_{11}>0\) and \(d_{15}^2<s_{55}\epsilon_{11}\). This limits the size of \(d_{15}\) but does not tie it to another coefficient, and \(d_{24}\) is limited in the same way. The three coefficients of \(P_3\) share one bound, \(\sum_{J,K=1}^{3}d_{3J}(s^{-1})_{JK}d_{3K}<\epsilon_{33}\). All these conditions are strict inequalities, so any five sufficiently small values satisfy them, and no equation among the coefficients results.

## (d) Can the count be confirmed without listing components?

**Question.** Derive a formula for the number of independent coefficients from the traces of the matrices \(R\), and apply it to \(mm2\) and to a crystal with inversion symmetry, point group \(mmm\).

**Solution.** Let \(D(R)\) be the linear map on the right of (3), acting on the 18-dimensional space of tensors symmetric in \(j,k\). For a group of \(|G|\) elements define

\[
\Pi=\frac1{|G|}\sum_R D(R).
\]

Multiplying \(\Pi\) by any \(D(R')\) only reorders the sum, so \(D(R')\Pi=\Pi\). Every tensor \(\Pi d\) is therefore invariant. An invariant tensor satisfies \(\Pi d=d\). Thus \(\Pi\) is a projector onto the invariant tensors, and its trace is their number \(N\).

Let \(R\) have eigenvalues \(\lambda_1,\lambda_2,\lambda_3\) and trace \(\chi(R)\). On symmetric pairs its eigenvalues are the products \(\lambda_a\lambda_b\) with \(a\le b\), whose sum is

\[
\sum_{a\le b}\lambda_a\lambda_b
=\tfrac12\Big[\Big(\sum_a\lambda_a\Big)^2+\sum_a\lambda_a^2\Big]
=\tfrac12\left[\chi(R)^2+\chi(R^2)\right].
\]

The first index contributes a factor \(\chi(R)\), so

\[
N=\frac1{|G|}\sum_R \chi(R)\,\frac{\chi(R)^2+\chi(R^2)}2. \tag{6}
\]

In \(mm2\) every element squares to the identity, so \(\chi(R^2)=3\). The terms are:

- identity, \(\chi=3\): \(3(9+3)/2=18\);
- each mirror, \(\chi=1\): \(1(1+3)/2=2\);
- twofold rotation, \(\chi=-1\): \(-1(1+3)/2=-2\).

Hence

\[
N=\frac{18+2+2-2}{4}=5,
\]

in agreement with (c).

The group \(mmm\) has eight elements: the identity, three mirrors, three twofold rotations and the inversion. The inversion has \(\chi=-3\) and contributes \(-3(9+3)/2=-18\). The sum is \(18+3(2)+3(-2)-18=0\), so there is no piezoelectric effect. The reason is visible in (3): inversion multiplies a third-rank tensor by \((-1)^3\).

The same sign relates two domains of opposite polarization that are inverted copies of each other. Their tensors are \(d\) and \(-d\), and at equal stress and equal volume their contributions to the average polarization cancel. The five coefficients are thus observable in a single-domain crystal, not in an even mixture of the two domains.

## (e) When does the number change?

**Question.** Find the number of coefficients (i) for a rhombohedral polar phase with point group \(3m\), and (ii) for a film whose orthorhombic grains share the polar axis 3 but are oriented at random about it.

**Solution.** (i) The group \(3m\) has six elements. The two threefold rotations have \(\chi=1+2\cos120^\circ=0\) and contribute nothing. Each of the three mirrors contributes 2. Formula (6) gives \(N=(18+0+6)/6=4\). The words "polar hafnia" therefore fix the number five only when they denote an \(mm2\) phase.

(ii) Assume that every grain feels the same stress and that internal fields are absent, so that the film tensor is the average of the grain tensors. Rotate a grain by \(\varphi\) about axis 3, with \(R_{11}=R_{22}=\cos\varphi\) and \(R_{21}=-R_{12}=\sin\varphi\). From (3) and (5),

\[
d'_{311}=d_{311}\cos^2\varphi+d_{322}\sin^2\varphi,\qquad
d'_{113}=d_{113}\cos^2\varphi+d_{223}\sin^2\varphi .
\]

Exchanging \(\cos^2\varphi\) and \(\sin^2\varphi\) gives \(d'_{322}\) and \(d'_{223}\). The rotation also creates

\[
d'_{312}=(d_{311}-d_{322})\sin\varphi\cos\varphi,\qquad
d'_{123}=d'_{213}=(d_{113}-d_{223})\sin\varphi\cos\varphi .
\]

Averaged over \(\varphi\), \(\cos^2\varphi\) and \(\sin^2\varphi\) each give \(\tfrac12\), and \(\sin\varphi\cos\varphi\) gives zero. The film has

\[
\bar d_{31}=\bar d_{32}=\frac{d_{31}+d_{32}}2,\qquad
\bar d_{15}=\bar d_{24}=\frac{d_{15}+d_{24}}2,\qquad
\bar d_{33}=d_{33},
\]

which are three independent coefficients. They describe the response at given stress. A film bonded to a substrate cannot strain freely in its plane, so a load along axis 3 also creates in-plane stress, and the measured ratio \(P_3/\sigma_3\) is in general not \(\bar d_{33}\); part (g) gives an example. Elastic interaction between grains can change these averages, but not the number three, provided the film as a whole is unchanged by every rotation about axis 3 and by reflection in planes containing that axis. The reflections are needed: rotations alone would also allow a fourth coefficient, \(\bar d_{14}=-\bar d_{25}\), which has odd \(n_1\) and odd \(n_2\) and is removed by a mirror.

## (f) Can longitudinal measurements determine all the coefficients?

**Question.** A uniaxial stress \(\sigma\) acts along a unit vector \(\mathbf n\), and the polarization component along \(\mathbf n\) is measured. Which combinations of coefficients can be found by varying \(\mathbf n\)?

**Solution.** The stress is \(\sigma_{jk}=\sigma n_jn_k\), so the measured coefficient is \(d(\mathbf n)=\sum_{ijk}n_in_jn_kd_{ijk}\). The seven nonzero entries give

\[
d(\mathbf n)=n_3^3d_{333}+n_3n_1^2(d_{311}+d_{113}+d_{131})+n_3n_2^2(d_{322}+d_{223}+d_{232}).
\]

With \(d_{113}+d_{131}=d_{15}\) and \(d_{223}+d_{232}=d_{24}\),

\[
d(\mathbf n)=n_3\left[(d_{31}+d_{15})n_1^2+(d_{32}+d_{24})n_2^2+d_{33}n_3^2\right]. \tag{7}
\]

The direction \(\mathbf n\parallel3\) gives \(d_{33}\). A tilted direction in the 1–3 plane then gives \(d_{31}+d_{15}\), and one in the 2–3 plane gives \(d_{32}+d_{24}\). Nothing more can be found: replacing \(d_{31}\) by \(d_{31}+\delta\) and \(d_{15}\) by \(d_{15}-\delta\) leaves (7) unchanged in every direction. Longitudinal data fix three combinations of five coefficients.

The missing information comes from other components. By (5), a shear stress \(\sigma_{13}\) gives \(P_1=d_{15}\sigma_{13}\), and \(\sigma_{23}\) gives \(P_2=d_{24}\sigma_{23}\).

In tilted laboratory axes the matrix generally has more than five nonzero entries. They are still linear combinations of the same five numbers, because a rotation of axes is an invertible linear map.

## (g) Does a crystal obey the result when no tensor symmetry is imposed?

**Question.** Compute the response of a crystal with \(Pca2_1\) symmetry from the motion of its ions, and compare it with (5) and (7).

**Solution.** Take a model AB\(_2\) crystal with cell edges 5.0, 5.2 and 5.4 Å and charges \(+2e\) on A and \(-e\) on B. The operations in (b) generate twelve ions from three sites, at \((0.05,0.28,0)\) for A and \((0.35,0.10,0.15)\) and \((0.22,0.55,0.78)\) for B. All pairs closer than 6 Å are joined by springs at their rest length \(r\), with constant \(k=k_0e^{-(r-2\,\text{Å})/(1\,\text{Å})}\), where \(k_0\) is 100 N/m for AB pairs and 30 N/m for AA and BB pairs. Coulomb forces and electronic polarization are left out. The model tests symmetry; its values are not predictions for hafnia.

Under a strain \(\eta\) and ionic displacements \(\mathbf u\), a bond with unit vector \(\mathbf n\) from ion \(a\) to ion \(b\) lengthens to first order by

\[
\Delta r=\mathbf n\cdot(\mathbf u_b-\mathbf u_a)+r\,\mathbf n\cdot\eta\,\mathbf n .
\]

The energy per cell, \(\tfrac12\sum k(\Delta r)^2\), is quadratic:

\[
W=\tfrac12u^TK_{uu}u+u^TK_{u\eta}\eta+\tfrac12\eta^TK_{\eta\eta}\eta .
\]

Setting \(\partial W/\partial u=0\) gives \(K_{uu}u=-K_{u\eta}\eta\). This fixes \(u\) up to a rigid translation, which carries no dipole because the cell is neutral. With cell volume \(V\) and ionic charges \(q_a\),

\[
e_{iJ}=\frac1V\sum_a q_a\frac{\partial u_{ai}}{\partial\eta_J},\qquad
P=e\,\eta,\qquad \sigma=C\eta,\qquad d=eC^{-1}. \tag{8}
\]

Here \(\eta_4,\eta_5,\eta_6\) are engineering shear strains, twice the tensor components, and \(C\) is the stiffness with relaxed ions. The tensor \(e\) is the proper one: ions carried along with the cell at fixed fractional coordinates give no charge flow relative to the lattice. It obeys the same symmetry conditions as \(d\), so it too has five coefficients.

The results are

| | 15 | 24 | 31 | 32 | 33 |
|---|---|---|---|---|---|
| \(e\) (C/m²) | 0.0908 | 0.0336 | 0.0835 | 0.0371 | −0.1611 |
| \(d\) (pC/N) | 0.384 | 0.144 | 0.216 | 0.109 | −0.353 |

The other 13 entries of \(d\) are at most \(2\times10^{-15}\) of the largest one, which is rounding error. With \(C_{55}=236.6\) GPa, the shear coefficient follows from (8) as

\[
d_{15}=\frac{e_{15}}{C_{55}}=\frac{0.0908\ \text{C/m}^2}{236.6\times10^9\ \text{N/m}^2}=0.384\ \text{pC/N}.
\]

The signs depend on which end of the polar axis is called \(+3\). Turning the axes by \(180^\circ\) about axis 1 reverses axes 2 and 3. Each surviving entry has even \(n_2\) and an odd number of indices 3, so all five coefficients change sign together. The opposite signs of \(d_{33}\) and \(d_{31}\) do not depend on this choice.

A stress of 100 MPa along axis 3 gives \(P_3=-0.353\times10^{-12}\times10^8\ \text{C/m}^2=-0.0353\ \text{mC/m}^2\). The same shear stress \(\sigma_{13}\) gives \(P_1=0.0384\ \text{mC/m}^2\), a slightly larger response perpendicular to the polar axis. A shear stress \(\sigma_{12}\) gives no polarization, as the empty sixth column of (5) requires. These values are for a free crystal. If a rigid substrate holds \(\eta_1=\eta_2=0\), then \(\sigma_3=C_{33}\eta_3\) and \(P_3=e_{33}\eta_3\), so with \(C_{33}=692.3\) GPa the ratio \(P_3/\sigma_3\) is \(e_{33}/C_{33}=-0.233\) pC/N instead of \(d_{33}=-0.353\) pC/N.

For longitudinal measurements, \(d_{31}+d_{15}=0.5995\) pC/N has the opposite sign to \(d_{33}\). If \(\mathbf n\) is tilted by \(\theta\) from axis 3 towards axis 1, the bracket in (7) vanishes at

\[
\tan^2\theta=\frac{0.3533}{0.5995}=0.589,\qquad \theta\approx37.5^\circ .
\]

At that tilt a longitudinal measurement finds nothing, although all five coefficients are nonzero.

One crystal shows where the nonzero entries are, but not that they are unrelated. For that, 60 crystals of the same symmetry were computed with varied sites and spring constants. A linear relation obeyed by all of them would confine their tensors to fewer than five dimensions. They span five: the fifth singular value of the set is \(1.8\times10^{-2}\) of the largest, and the sixth is \(10^{-15}\) of it. When the ions are displaced independently, so that the symmetry is broken, 60 crystals span all 18 dimensions found in (a). The numerical output below lists these values with the counts for the point groups.

## Calculated quantities

```
Independent coefficients by point group (projector rank):
  1    order 1: 18
  m    order 2: 10
  2    order 2: 8
  mm2  order 4: 5
  3m   order 6: 4
  4mm  order 8: 3
  mmm  order 8: 0
  in-plane averaged film (12-fold axis, mirrors): 3
Character terms of mm2 (diagonal of R: term):
  [1 1 1]: 18
  [-1  1  1]: 2
  [ 1 -1  1]: 2
  [-1 -1  1]: -2
Nonzero entries (7 of 27): 113 131 223 232 311 322 333
Model crystal: operations found, unavoidable translation (cell units):
  (1, 1, 1): [0. 0. 0.]
  (1, -1, 1): [0.5 0.  0. ]
  (-1, 1, 1): [0.  0.  0.5]
  (-1, -1, 1): [0.  0.  0.5]
Cell edges (angstrom): [5.  5.2 5.4]  charges A, B (e): 2.0 -1.0
Sites A, B1, B2 (cell units): [[0.05, 0.28, 0.0], [0.35, 0.1, 0.15], [0.22, 0.55, 0.78]]
Springs at 2 angstrom AA, AB, BB (N/m): 30.0 100.0 30.0
Spring decay length, cutoff (angstrom): 1.0, 6.0
Stiffness (GPa): C11=677.32, C22=670.24, C33=692.26, C12=256.15, C13=256.38, C23=258.60, C44=233.16, C55=236.60, C66=236.29
e (C/m^2): e15=0.0908, e24=0.0336, e31=0.0835, e32=0.0371, e33=-0.1611
d (pC/N): d15=0.3838, d24=0.1440, d31=0.2156, d32=0.1093, d33=-0.3533
Largest of the 13 forbidden d, relative to largest d: 2e-15
Dimension spanned by d of 60 Pca2_1 crystals: 5
  relative singular values 5 and 6: 1.8e-02, 1e-15
Dimension spanned by 60 crystals with symmetry broken: 18
Nonzero Voigt entries in axes tilted by Euler zxz 20, 30, 40 deg: 18
Combinations fixed by longitudinal data in 40 directions: 3
  d31+d15, d32+d24, d33 (pC/N): 0.5995, 0.2533, -0.3533
Polarization (P1, P2, P3) in mC/m^2 under a stress of 100 MPa:
  stress 11: 0.0000, 0.0000, 0.0216
  stress 22: 0.0000, 0.0000, 0.0109
  stress 33: 0.0000, 0.0000, -0.0353
  stress 23: 0.0000, 0.0144, 0.0000
  stress 13: 0.0384, 0.0000, 0.0000
  stress 12: 0.0000, 0.0000, 0.0000
```
